# Peak Reflectivity of an Infinite Bragg Grating with Weak Uniform Absorption

**Q.** An infinitely long Bragg grating has room to reflect everything. It also has room to absorb everything. Why should absorption leave a definite peak reflectivity, rather than wiping out the reflection?

**A.** Because the light does not travel the infinite length: it turns back within a short distance, and only the absorption there counts. To make this quantitative we need equations for the two waves. Take a scalar field at normal incidence, with time factor $e^{-i\omega t}$, obeying

$$E''+k_0^2\,\varepsilon(z)E=0,\qquad \varepsilon=n_0^2+2n_0\Delta n\cos 2\beta z+i\varepsilon'' .$$

Here $k_0$ is the vacuum wavenumber, $\beta=\pi/\Lambda$, and $\Lambda$ is the period. With this time factor, loss means $\varepsilon''>0$. "Uniform absorption" means that $\varepsilon''$ does not depend on $z$. Light enters from a lossless medium of index $n_0$.

Write $E=Ae^{i\beta z}+Be^{-i\beta z}$, with $A$ the forward and $B$ the backward amplitude. Both vary slowly, so $A''$ is dropped beside $2i\beta A'$, and likewise for $B$. The cosine equals $\tfrac12(e^{2i\beta z}+e^{-2i\beta z})$. It turns $Be^{-i\beta z}$ into a term in $e^{i\beta z}$, which drives $A$, and a term in $e^{-3i\beta z}$, which is out of step with both waves and is dropped. The terms in $e^{i\beta z}$ then give

$$2i\beta A'+(k_0^2n_0^2-\beta^2+ik_0^2\varepsilon'')A+k_0^2n_0\Delta n\,B=0 .$$

Those in $e^{-i\beta z}$ give the same with $A$ and $B$ exchanged and $-2i\beta$ in front of the derivative. Dividing by $\pm2i\beta$,

$$A'=i\sigma A+i\kappa B,\qquad B'=-i\sigma B-i\kappa A,\qquad \sigma=\delta+\tfrac{i\alpha}{2},$$

$$\delta=\frac{k_0^2n_0^2-\beta^2}{2\beta}\approx k_0n_0-\beta,\qquad \kappa\approx\frac{k_0\Delta n}{2},\qquad \alpha\approx\frac{k_0\varepsilon''}{n_0}.$$

Without coupling, $|A|^2\propto e^{-\alpha z}$, so $\alpha$ is the attenuation coefficient of power, not of amplitude. For $\alpha$ not larger than $\kappa$, the neglected terms are of relative order $\kappa/\beta$, so we require $\kappa\ll\beta$; stronger absorption needs a further condition, given below.

**Q.** You still have two waves and a boundary at infinity. How do you get a reflectivity without guessing what happens there?

**A.** Start with no grating and add length at the front. The reflection coefficient at the front is $r=B/A$. Along $z$,

$$\frac{dr}{dz}=\frac{B'}{A}-r\frac{A'}{A}=-i\sigma r-i\kappa-r(i\sigma+i\kappa r).$$

Adding length $L$ moves the front towards negative $z$, which reverses the sign:

$$\frac{dr}{dL}=i\kappa+2i\sigma r+i\kappa r^2,\qquad r(0)=0 .$$

The initial value says that no light enters from the back.

At $\delta=0$ put $r=i\rho$. Since $2i\sigma=-\alpha$ and $r^2=-\rho^2$, the right side is $i(\kappa-\alpha\rho-\kappa\rho^2)$. Thus $\rho$ stays real and

$$\frac{d\rho}{dL}=\kappa(1-\rho^2)-\alpha\rho .$$

It grows from zero until the right side vanishes, at the positive root $\rho_0$ of $\kappa\rho^2+\alpha\rho-\kappa=0$:

$$\rho_0=\sqrt{1+x^2}-x,\qquad x=\frac{\alpha}{2\kappa}.$$

The reflectivity is $R_0=\rho_0^2$. The quadratic itself, divided by $\kappa$, says

$$R_0=1-\frac{\alpha}{\kappa}\rho_0 .$$

For weak absorption, $\alpha\ll\kappa$, the factor $\rho_0$ is close to one, and

$$R_0\approx1-\frac{\alpha}{\kappa}.$$

**Q.** "Close to one" is vague. On which side does the approximation err, and by how much?

**A.** Since $\rho_0<1$, we have $R_0>1-\alpha/\kappa$. Since $\sqrt{1+x^2}>1$, we have $\rho_0>1-x$. Together,

$$1-\frac{\alpha}{\kappa}<R_0<1-\frac{\alpha}{\kappa}+\frac{\alpha^2}{2\kappa^2}.$$

The simple formula is slightly pessimistic. In the opposite regime, $\alpha\gg\kappa$ but still $\alpha^2\ll\kappa\beta$, write $\rho_0=1/(\sqrt{1+x^2}+x)\approx1/(2x)$. Then $R_0\approx\kappa^2/\alpha^2$: little light returns, whereas the linear formula would give a negative reflectivity. The condition $\alpha^2\ll\kappa\beta$ is needed because the jump in $\varepsilon''$ at the entrance reflects with an amplitude of about $\alpha/(4\beta)$, which the coupled-wave equations omit; it must stay small beside $\kappa/\alpha$.

**Q.** You set $\delta=0$ because it was convenient. With loss present, the peak might lie elsewhere. A finite or chirped grating might even do better.

**A.** Let $\delta$ be arbitrary and write $r=\rho e^{i\varphi}$. The modulus changes at the rate $\mathrm{Re}(e^{-i\varphi}dr/dL)$. Its three terms are

$$\mathrm{Re}(i\kappa e^{-i\varphi})=\kappa\sin\varphi,\qquad \mathrm{Re}(2i\sigma\rho)=-\alpha\rho,\qquad \mathrm{Re}(i\kappa\rho^2e^{i\varphi})=-\kappa\rho^2\sin\varphi .$$

Therefore

$$\frac{d\rho}{dL}=\kappa(1-\rho^2)\sin\varphi-\alpha\rho\;\le\;\kappa(1-\rho^2)-\alpha\rho\qquad(\rho\le1).$$

Detuning has dropped out; it acts through the phase $\varphi$ alone. Just above $\rho_0$ the right side is negative, so $\rho$, which starts at zero, cannot rise past $\rho_0$. This remains true if $\delta$ varies along the grating, and if the local coupling varies but nowhere exceeds $\kappa$ in magnitude. Since the undetuned, uniform grating reaches $\rho_0$ as $L\to\infty$, $R_0$ is the peak value. Within the coupled-wave equations it is also an upper bound for all these gratings.

As a numerical test, 200 gratings were drawn with random lengths and with $\alpha$ equal to 0.02, 0.1 or 0.5 times the largest allowed coupling. Some had random detuning and coupling along their length; others were uniform and undetuned. The largest ratio $R/R_0$ was 1.000000, and none exceeded one beyond rounding.

**Q.** Give me a physical reason for $\alpha/\kappa$. I would have expected $\alpha$ times a penetration depth of $1/(2\kappa)$, which is half your answer.

**A.** Two waves are being absorbed. In the infinite grating at $\delta=0$, $B=i\rho_0A$ at every depth, so

$$A'=-\left(\frac{\alpha}{2}+\kappa\rho_0\right)A=-\gamma A,\qquad \gamma=\sqrt{\kappa^2+\alpha^2/4},$$

where $\kappa\rho_0=\gamma-\alpha/2$ was used. Both powers fall as $e^{-2\gamma z}$. In the difference of the power equations for $A$ and $B$ the coupling terms cancel, because $\mathrm{Re}(iA^*B)=\mathrm{Re}(-iAB^*)$. This leaves

$$\frac{d}{dz}\left(|A|^2-|B|^2\right)=-\alpha\left(|A|^2+|B|^2\right).$$

Integrate from the front to infinity, for unit incident power:

$$1-R_0=\alpha(1+R_0)\int_0^\infty e^{-2\gamma z}dz=\frac{\alpha(1+R_0)}{2\gamma}\approx\frac{\alpha}{\kappa}.$$

The factor $1+R_0\approx2$ counts the forward and backward waves; the depth is indeed about $1/(2\kappa)$.

**Q.** But the two waves interfere. At an antinode the intensity is four times that of the incident wave, not twice.

**A.** It is also zero at the nodes, and the average of $4\cos^2$ over a period is 2. With uniform absorption the pattern has nothing to select, apart from a small remainder caused by the decay of the envelope. For a grating that starts at an index maximum, the interference part of $|E|^2$ is $2\rho_0\sin(2\beta z)e^{-2\gamma z}$. Its integral is about $1/\beta$, which adds $\alpha/\beta$ to the absorbed fraction. Relative to $\alpha/\kappa$ that is $\kappa/\beta$, the order already neglected.

**Q.** Then if the absorption is not uniform, the pattern can select, and your law should fail.

**A.** It does. Let the imaginary permittivity be $\varepsilon''(1+m\cos2\beta z)$ with $0\le m\le1$, at fixed average $\alpha$. Its modulated part couples the waves just as the index does, so $\kappa$ becomes $\kappa+i\kappa_i$ in both equations, with $\kappa_i=m\alpha/4$.

For infinite length, adding more grating changes nothing. Setting $dr/dL=0$ and $r=ie^{-w}$ gives

$$1-e^{-2w}=-\frac{2i\sigma}{\kappa+i\kappa_i}e^{-w}\quad\Rightarrow\quad \sinh w=\frac{\alpha/2-i\delta}{\kappa+i\kappa_i}.$$

Put $w=u+iv$, so that $R=e^{-2u}$, and $y=\delta/\kappa$ with $|y|<1$. For $\alpha,\kappa_i\ll\kappa$, multiplying above and below by $\kappa-i\kappa_i$ gives

$$\sinh u\cos v\approx\frac{\alpha/2-y\kappa_i}{\kappa},\qquad \cosh u\sin v\approx-y .$$

As $u$ is small, $\cos v\approx\sqrt{1-y^2}$, and

$$1-R\approx2u\approx\frac{\alpha-2y\kappa_i}{\kappa\sqrt{1-y^2}} .$$

This needs $\alpha/\kappa\ll1-y^2$, so it fails close to the band edges. With $\kappa_i=0$ it gives the loss of the uniformly absorbing grating off centre, $\alpha/\sqrt{\kappa^2-\delta^2}$. With $\kappa_i\neq0$, setting the derivative with respect to $y$ to zero gives

$$-2\kappa_i(1-y^2)+y(\alpha-2y\kappa_i)=0\quad\Rightarrow\quad y=\frac{2\kappa_i}{\alpha},$$

and inserting this,

$$1-R_{\max}\approx\frac{\sqrt{\alpha^2-4\kappa_i^2}}{\kappa}.$$

The peak moves and rises. The reason is visible near the upper band edge, $y\to1$, where $r\to-1$ and $|E|^2\propto\sin^2\beta z$. The field then avoids the index maxima, which here are also the absorption maxima.

**Q.** So far everything rests on slowly varying amplitudes. Show me numbers for a device, and include a calculation without that approximation.

**A.** Take a doped silicon strip waveguide near 1550 nm, with rough typical parameters: $\alpha=5\ \mathrm{cm^{-1}}$, $\kappa=200\ \mathrm{cm^{-1}}$, effective index 2.4 and group index 4.2. In a waveguide, $\alpha$ and $\kappa$ are the coefficients of the guided mode. In the scalar model the required index modulation is

$$\Delta n=\frac{2\kappa}{k_0}=\frac{\kappa\lambda}{\pi}=\frac{200\times1.55\times10^{-4}}{\pi}=0.0099 .$$

This is an equivalent scalar value. A strip mode has a sizeable longitudinal electric field, which enters the backward coupling with the opposite sign; an effective-index estimate suggests that a sidewall corrugation must modulate the effective index about twice as much to reach this $\kappa$. The penetration length is $1/(2\gamma)=25\ \mathrm{\mu m}$, and

$$\frac{\alpha}{\kappa}=\frac{5}{200}=0.025,\qquad R_0\approx0.975 .$$

The closed formula gives 0.97531. The wave equation for the half-infinite grating, solved with its decaying Bloch wave and without the slow-amplitude approximation, gives, for a grating that starts at an index maximum, a peak of 0.97526 at $\delta/\kappa=-0.0005$. The absorbed fraction is larger than the formula's by 0.2% of itself, while $\kappa/\beta=0.0021$. The interference remainder found above has this sign and size. For a profile $\cos(2\beta z+\phi)$ the remainder is proportional to $\cos\phi$, and the full equation follows this: a grating that starts at an index minimum peaks at 0.97536, slightly above $R_0$, and one that starts at the mean index peaks at 0.97531. The bound $R_0$ is thus strict only within the coupled-wave equations. I have not shown analytically that the other corrections of the same order cancel, so that explanation rests on this agreement.

The same calculation at $\alpha/\kappa=0.1$ gives 0.9047, against 0.9049 from the closed formula and 0.9000 from the linear one. For fully modulated absorption, $m=1$, and the example's $\alpha$ and $\kappa$, it gives $1-R=0.0215$ at $\delta/\kappa=0.501$. The first-order law predicts 0.0217 at 0.500. These full-wave values are again for a start at an index maximum; from an index minimum they become 0.9051, and 0.0214 at 0.499.

**Q.** No device is infinitely long. How much length is enough?

**A.** At $\delta=0$ the equation for $\rho$ factorizes. The two roots of the quadratic are $\rho_0$ and $-1/\rho_0$, because their product is $-1$, and they differ by $\rho_0+1/\rho_0=2\gamma/\kappa$. Hence

$$\frac{d\rho}{dL}=\kappa(\rho_0-\rho)\left(\rho+\frac1{\rho_0}\right),\qquad
\frac{d}{dL}\ln\frac{\rho_0-\rho}{\rho+1/\rho_0}=-2\gamma .$$

With $\rho(0)=0$,

$$\frac{\rho_0-\rho}{\rho+1/\rho_0}=\rho_0^2e^{-2\gamma L}.$$

For a long grating, $\rho$ on the left may be set to $\rho_0$ in the denominator. Then $R_0-R\approx2\rho_0(\rho_0-\rho)\approx(4\gamma/\kappa)\rho_0^3e^{-2\gamma L}$. For $L=300\ \mathrm{\mu m}$, $\kappa L=6$ and the deficit is $2.4\times10^{-5}$, about a thousandth of the absorbed fraction. More length would gain almost nothing; a larger $\kappa$ at fixed $\alpha$ would.

**Q.** And what does a real silicon grating do that your model leaves out?

**A.** The chosen $\alpha$ corresponds to 21.7 dB/cm. That suits a doped guide and is far above the few dB/cm, roughly, of a good undoped strip, where sidewall scattering matters more than absorption. The effects sized here, each with the other parameters held fixed, are:

- **Scattering.** A rough 2 dB/cm, treated as power lost from the guide, adds $0.46\ \mathrm{cm^{-1}}$ to $\alpha$ and lowers the peak to 0.9731.
- **Temperature.** With $dn/dT=1.8\times10^{-4}\ \mathrm{K^{-1}}$ taken for the mode, a 10 K drift moves the band by $1550\times1.8\times10^{-3}/4.2=0.664$ nm. The stop band is $\kappa\lambda^2/(\pi n_g)=3.64$ nm wide, so a laser of fixed wavelength, initially at the centre, ends at $|\delta|/\kappa=0.664/1.82=0.365$. Its reflectivity falls to 0.9735, although the peak itself has merely moved.
- **Corrugation.** Absorbing silicon teeth in oxide make the absorption slightly periodic. Estimating $\kappa_i/\kappa$ as the ratio of imaginary to real permittivity contrast gives $\kappa_i\approx0.009\ \mathrm{cm^{-1}}$, for which the first-order law lowers $1-R$ at the peak by about 6 parts per million of itself. Only the order of magnitude is meaningful: the neglected terms of order $m\kappa/\beta$ and the vector nature of the mode each change this figure by a factor of up to about three. Doping that is itself periodic could matter far more, as the case $m=1$ shows, although in a strip the longitudinal field reduces $\kappa_i$ to roughly 0.6 of the scalar value $m\alpha/4$.
- **Two-photon absorption.** For 1 mW in $0.1\ \mathrm{\mu m^2}$ and a coefficient of 0.7 cm/GW, it adds about $0.002\ \mathrm{cm^{-1}}$ at the entrance, including a factor 3 for the standing wave. That is negligible beside 5.

Radiation and mode mismatch at the entrance are not sized here; they need the actual geometry. For these parameters, scattering and temperature drift are the largest effects in this list. In the coupled-wave formula they raise the missing fraction $1-R$ from 2.47% to 2.69% and 2.65% respectively. The numerical output gives the individual values.

## Calculated quantities

```
Wavelength: 1550 nm; effective index 2.4; group index 4.2
alpha = 5.0 1/cm (= 21.7 dB/cm); kappa = 200 1/cm
Grating length: 300 um; kappa*L = 6.0
Period: 322.9 nm; beta = 9.7288e+04 1/cm
Index modulation amplitude: 0.00987
Stop-band width: 3.64 nm
Power penetration length 1/(2 gamma): 25.00 um
alpha/kappa: 0.02500
Peak R, first order 1-alpha/kappa: 0.975000
Peak R, closed formula: 0.975311
Peak R, full wave equation: 0.975259 at delta/kappa = -0.0005
Decay rate gamma: formula 200.016, full wave 200.007 1/cm
Absorbed fraction from propagated fields: 0.024689
Scan: alpha/kappa, peak R full wave, peak R formula, 1-alpha/kappa
  0.005  0.995002  0.995012  0.995000
  0.025  0.975259  0.975311  0.975000
  0.100  0.904685  0.904875  0.900000
Random gratings: largest R/R_max = 1.000000 (200 trials)
Fully modulated absorption: kappa_i = 1.25 1/cm
  1-R full wave 0.021476, first-order law 0.021651
  peak at delta/kappa = 0.5007, law 0.5000
Neglected effects in the example:
  kappa/beta (envelope approximation): 0.00206
  relative change of 1-R, full wave vs formula: 0.00207
  finite length: R = 0.975287, deficit 2.37e-05
  scattering 2.0 dB/cm = 0.461 1/cm: R = 0.973068
  silicon index 3.48, oxide index 1.44
  corrugation kappa_i: 8.55e-03 1/cm
  its relative change of 1-R: 5.9e-06
  two-photon coefficient 0.7 cm/GW, 1.0 mW, 0.1 um2
  standing-wave factor 3.00; added loss 2.10e-03 1/cm
  dn/dT 1.8e-04 1/K, drift 10 K: shift 0.664 nm
  delta/kappa after drift 0.365: R = 0.973508
```
